# Peak Field of a Spherical Depletion Layer at a Mask Corner

## Definitions and conventions

A heavily doped p region is formed through a mask opening in lightly doped n material. Under reverse bias the n side is depleted. Where two straight edges of the opening meet, the junction surface is rounded in every direction, and its simplest model is an octant of a sphere of radius $a$, centred on the flat surface of the semiconductor.

The algebra uses atomic units, with $e=4\pi\epsilon_0=1$. The relative permittivity is $\kappa$ and the density of ionised donors is $N$. Both are uniform, and $\kappa$ is taken as isotropic. The assumptions are:

1. The p region is an equipotential: its doping is so high that its own depletion is negligible.
2. The n material is empty of carriers out to a sharp edge, and neutral beyond it.
3. No electric field crosses the flat surface. This requires no surface charge and no field leaking into the passivation above.
4. The field is radial.

Assumption 3 allows the solution to be reflected in the flat surface. Assumption 4 holds for a hemispherical junction under a very small opening, which reflection completes to a full sphere. It does not hold at the corner of a wide opening, because the junction continues there into cylindrical edges and a flat floor. The isolated sphere is solved first and the wide opening afterwards.

Let $\phi$ be the electrostatic potential, zero in the neutral n material. The p region is at $\phi=-V$, where $V>0$ is the total potential drop, the applied reverse voltage plus the built-in voltage. Define $u=-\phi\ge 0$. The donor charge density is $+N$, so Poisson's equation $\nabla^2\phi=-4\pi N/\kappa$ becomes

$$\nabla^2u=\frac{4\pi N}{\kappa}. \tag{1}$$

The radial electric field is $-d\phi/dr=du/dr$. It is negative, since the field points from the donors towards the p region. Its magnitude is $F(r)=-du/dr$.

## The field in the depletion layer

Let the layer extend from $r=a$ to $r=R$. At the edge, $u(R)=0$. The field is zero in the neutral material and there is no sheet of charge at the edge, so the field is continuous and $u'(R)=0$ as well. On the junction, $u(a)=V$. A second-order equation takes two conditions; the third fixes the unknown radius $R$.

For a radial function, (1) reads

$$\frac{d}{dr}\left(r^2\frac{du}{dr}\right)=\frac{4\pi N}{\kappa}r^2 .$$

Integrate from $r$ to $R$. The upper limit contributes nothing on the left because $u'(R)=0$, and the lower limit gives $-r^2u'(r)=r^2F(r)$. Therefore

$$F(r)=\frac{4\pi N}{3\kappa}\,\frac{R^3-r^3}{r^2}. \tag{2}$$

This is Gauss's law: the field at $r$ is set by the donor charge between $r$ and $R$. Written as $R^3/r^2-r$, the last factor is a sum of two decreasing functions, so the peak field lies at the junction, $r=a$.

## The voltage and the depletion radius

The potential drop is the integral of $F$ from $a$ to $R$:

$$V=\frac{4\pi N}{3\kappa}\int_a^R\left(\frac{R^3}{r^2}-r\right)dr
=\frac{4\pi N}{3\kappa}\left[R^3\left(\frac1a-\frac1R\right)-\frac{R^2-a^2}{2}\right].$$

The terms in $R^2$ combine as $-R^2-R^2/2=-3R^2/2$. With

$$\rho=\frac Ra,\qquad V_0=\frac{4\pi Na^2}{3\kappa}, \tag{3}$$

the result is

$$V=V_0\left(\rho^3-\tfrac32\rho^2+\tfrac12\right). \tag{4}$$

In SI units $4\pi N$ is replaced by $eN/\epsilon_0$, so $V_0=eNa^2/(3\epsilon_0\kappa)$. The bracket in (4) vanishes at $\rho=1$ and has derivative $3\rho(\rho-1)$, which is positive for $\rho>1$. Each positive $V$ therefore gives one depletion radius.

## The peak field

Setting $r=a$ in (2) and using (3) gives

$$F(a)=\frac{V_0}{a}(\rho^3-1). \tag{5}$$

Division by (4) removes $V_0$. Both polynomials contain the factor $\rho-1$:

$$\rho^3-1=(\rho-1)(\rho^2+\rho+1),$$

$$\rho^3-\tfrac32\rho^2+\tfrac12=(\rho-1)^2\left(\rho+\tfrac12\right).$$

The second is checked by expansion: $(\rho^2-2\rho+1)(\rho+\frac12)=\rho^3+(\frac12-2)\rho^2+(1-1)\rho+\frac12$. One factor cancels, and

$$\frac{F(a)\,a}{V}=\frac{\rho^2+\rho+1}{(\rho-1)(\rho+\frac12)}. \tag{6}$$

The denominator is $\rho^2-\frac12\rho-\frac12$. The numerator exceeds it by $\frac32(\rho+1)$. Separating the unit part and doubling the numerator and denominator of the remainder gives

$$F(a)=\frac Va\left[1+\frac{3(\rho+1)}{(\rho-1)(2\rho+1)}\right]. \tag{7}$$

The second term is positive and tends to zero as $\rho\to\infty$. The peak field of the isolated sphere thus approaches $V/a$ from above, in the sense that the ratio $F(a)a/V$ tends to one. The voltage in this statement is the total drop; it may be replaced by the applied voltage when the built-in voltage is a small part of it.

## Two limits and the rate of approach

**Large depletion radius.** Take $2\rho^2$ out of the denominator in (7):

$$\frac{F(a)a}{V}-1=\frac{3}{2\rho}\,\frac{1+1/\rho}{1-1/(2\rho)-1/(2\rho^2)}
=\frac{3}{2\rho}+\frac{9}{4\rho^2}+O(\rho^{-3}). \tag{8}$$

The approach is slow, as the first power of $1/\rho$. Direct integration of Poisson's equation inward from $\rho=1000$ gives 1.5023 for the excess multiplied by $\rho$; (8) predicts $1.5+2.25/1000$, the same to the digits shown.

To express the condition through the voltage, put $\rho=y+\frac12$ in (4). The quadratic terms cancel and

$$\frac{V}{V_0}=y^3-\tfrac34y+\tfrac14 .$$

Let $t=(V/V_0)^{1/3}$. For large $t$, write $y=t+\delta$. The terms of first order in $t$ require $3t^2\delta=\frac34t$, so $\delta=1/(4t)$ and

$$\rho\simeq t+\frac12+\frac1{4t},\qquad t=\left(\frac{3\kappa V}{4\pi Na^2}\right)^{1/3}. \tag{9}$$

The limit requires $t\gg1$, which is stronger in practice than $V\gg V_0$ because of the cube root. It can be reached by raising $V$, lowering $N$ or reducing $a$, the other two quantities being held fixed. In the last case $F(a)$ itself grows without bound while its ratio to $V/a$ tends to one. In a real junction breakdown ends the first and last routes, whereas lowering $N$ lowers the peak field, at the price of a wider depletion layer that the n material must be thick enough to hold.

**Thin depletion layer.** When $w=R-a$ is much smaller than $a$, $\rho-1=w/a$ is small. The numerator of (6) tends to 3 and the factor $\rho+\frac12$ to $\frac32$, so

$$F(a)\to\frac{2V}{w}. \tag{10}$$

This is the flat junction, whose field falls linearly to zero across the layer. Inward integration at $\rho=1.001$ gives $F(a)w/V=2.0007$. For the flat junction Gauss's law also gives $F_{\rm flat}=4\pi Nw/\kappa$. Multiplying this by $F_{\rm flat}=2V/w$ eliminates $w$:

$$F_{\rm flat}=\sqrt{\frac{8\pi NV}{\kappa}}=\frac{\sqrt{6V_0V}}{a}. \tag{11}$$

The radius in the last form cancels against that in $V_0$. From (7) and (11), the field enhancement by curvature at fixed $V$ and $N$ is

$$\frac{F(a)}{F_{\rm flat}}=\frac{F(a)a}{V}\sqrt{\frac{V}{6V_0}}. \tag{12}$$

## Why the doping drops out

The sphere carries a charge of magnitude $Q=4\pi N(R^3-a^3)/3$, equal and opposite to the donor charge. Taken alone, this charge would give $u=Q/(\kappa a)$ at the junction, which equals $F(a)a$. The positive donor shell raises $\phi$ there and so lowers $u$, by

$$\int_a^R\frac{4\pi Nr^2}{\kappa r}\,dr=\frac{2\pi N}{\kappa}(R^2-a^2)=\tfrac32V_0(\rho^2-1).$$

Hence

$$V=F(a)a-\tfrac32V_0(\rho^2-1), \tag{13}$$

which reproduces (4) when (5) is inserted. The first term grows as $\rho^3$ and the second as $\rho^2$. For large $\rho$ the donor charge is mostly far away, and the junction behaves as a charged sphere whose counter-charge is remote. Its surface field is then its potential divided by its radius. The doping determines how far away the counter-charge lies, and enters only through the correction.

The voltage is concentrated near the junction. For $\rho\ge2$, the share dropped between $a$ and $2a$ follows from (2) and (4):

$$\frac{\int_1^2(\rho^3/s^2-s)\,ds}{\rho^3-\frac32\rho^2+\frac12}
=\frac{\frac12\rho^3-\frac32}{\rho^3-\frac32\rho^2+\frac12}\to\frac12. \tag{14}$$

## The corner of a wide opening

Now let the opening be a rectangle much wider than the depletion layer. After reflection, the p region near one corner consists of all points within a distance $a$ of the quarter-plane $x\le0$, $y\le0$, $z=0$. It is a slab with rounded edges and a spherical corner. The field there is not radial, but (7) remains useful as an upper bound.

Let $u_K$ be the solution for this electrode $K$. It satisfies $\nabla^2u_K=4\pi N/\kappa$ where $u_K>0$; elsewhere it vanishes, and its gradient is continuous at the depletion edge. Choose any point $P$ on the surface of $K$. The ball of radius $a$ centred on the point of the quarter-plane nearest to $P$ lies inside $K$ and touches its surface at $P$. Let $u_B$ be the spherical solution for this ball at the same $V$ and $N$.

Suppose that $u_B>u_K$ in some region $D$ outside $K$. Since $u_B=0$ beyond its depletion radius, $D$ is bounded. In $D$, $u_B$ is positive and has Laplacian $4\pi N/\kappa$, while $u_K$ has Laplacian $4\pi N/\kappa$ or zero. Thus

$$\nabla^2(u_B-u_K)\ge0\quad\text{in }D .$$

By the maximum principle, the largest value of such a function lies on the boundary of $D$. The difference is zero there: on the surface of $K$, $u_K=V\ge u_B$, and on the rest of the boundary the two functions are equal by continuity. The difference cannot then be positive inside, which contradicts the definition of $D$. Therefore $u_K\ge u_B$ everywhere outside $K$.

At $P$ both functions equal $V$. At a small distance $\delta$ along the outward normal, $V-u_K\le V-u_B$. Dividing by $\delta$ and letting $\delta\to0$ gives

$$F_K(P)\le F_{\rm sphere}(a), \tag{15}$$

with the right side given by (7). The additional parts of the electrode shield the corner.

The same argument shows how the corner depends on voltage. With lengths in units of $a$ and $v=u/V$, the Laplacian of $v$ in the depleted region is

$$g=\frac{4\pi Na^2}{\kappa V}=\frac{3V_0}{V}. \tag{16}$$

Take two voltages with $g_1>g_2$, for the same opening, $a$ and $N$. Wherever $v_1>v_2$, $\nabla^2(v_1-v_2)\ge g_1-g_2>0$, and the maximum principle again excludes such a region, which is bounded for an opening of finite size. So $v_1\le v_2$. Both equal one on the electrode, and the solution for the higher voltage has the smaller normal slope or an equal one. Hence $F_Ka/V$ cannot rise as $V$ is raised. If it is below one at some voltage, it cannot approach one at higher voltages.

## Worked example

Take $\kappa=10$, $N=10^{15}\ \mathrm{cm^{-3}}$, $a=500$ nm and $V=100$ V. These are round values in the rough regime of a high-voltage silicon carbide diode. Equation (3) gives $V_0=0.1508$ V. Then $V/V_0=663$, $t=8.72$, and the first two terms of (9) give $\rho\simeq9.22$. The root of (4) is $\rho=9.248$, so $R=4624$ nm.

The leading estimate of the field is $V/a=100\ \mathrm V/500\ \mathrm{nm}=2.00$ MV/cm. The correction in (7) is

$$\frac{3\times10.248}{8.248\times19.496}=0.191,$$

and the peak field is $2.00\times1.191=2.38$ MV/cm, or $4.63\times10^{-4}$ atomic units. The depletion radius is more than nine times the junction radius, yet $V/a$ is still 16% below the spherical result. By (14), 59% of the voltage drops between $a$ and $2a$.

A flat junction at the same $V$ and $N$ has a peak field of 0.190 MV/cm and a depletion width of 10.5 µm. Curvature raises the field by a factor of 12.5, in agreement with (12). If $N$ is reduced tenfold at fixed $V$ and $a$, the flat-junction field falls by $\sqrt{10}$ to 0.060 MV/cm, but the spherical field falls by 9%, to 2.17 MV/cm.

At fixed $N$ and $a$ the spherical model gives:

| $V$ (V) | $\rho$ | $F(a)$ (MV/cm) | $F(a)a/V$ |
|---:|---:|---:|---:|
| 10 | 4.60 | 0.291 | 1.457 |
| 100 | 9.25 | 2.38 | 1.191 |
| 200 | 11.5 | 4.59 | 1.149 |

An excess of 10% over $V/a$ requires $\rho=16.4$, hence 609 V and a field of 13.4 MV/cm. Avalanche breakdown intervenes first. As a rough estimate, take equal ionisation coefficients for electrons and holes, $\alpha=A\exp(-b/F)$, with $A=3\times10^6\ \mathrm{cm^{-1}}$ and $b=17$ MV/cm. Breakdown occurs when the integral of $\alpha$ along a field line reaches one. At 100 V the integral is 0.008. It reaches one at 243 V for the sphere, with a peak field of 5.5 MV/cm, and at about 12 kV for a flat junction in an unlimited layer, with a peak field of 2.1 MV/cm. These voltages belong to the assumed coefficient only. In 4H silicon carbide the coefficients differ between electrons and holes and depend on the field direction, and ionisation is stronger for fields perpendicular to the c axis. The field of a spherical junction points in all directions, so its breakdown voltage can be lower than 243 V by tens of per cent.

The sphere tolerates a higher peak field because its high-field region is short. Near $r=a$ and for large $\rho$, $F\simeq F(a)[1-2(r-a)/a]$, so $\alpha$ falls by a factor $e$ over about $aF(a)/(2b)$. This is 81 nm at 5.5 MV/cm. In the flat junction of width $w$ the corresponding length is $wF/b$, about 14 µm at its breakdown. The longer path needs a smaller $\alpha$. The gain in tolerated field does not compensate for the enhancement in (12), and the spherical junction breaks down at a far lower voltage.

For the wide opening, a three-dimensional numerical solution gives the field at the surface on the corner's diagonal. On a grid with step $a/8$ near the corner, the result is $Fa/V=1.31$ at 10 V and 0.89 at 100 V. The same grid gives 1.215 for the isolated sphere at 100 V, 2% above the value from (7), which indicates the size of the grid error without bounding it for the corner. These corner values are not converged in the second digit: with the discretisation error reduced they settle 2 to 3% lower, near 1.29 and 0.86. The corner field at 100 V is thus about 1.7 MV/cm, a little more than a quarter below the spherical value. Since $Fa/V$ is already below one and cannot rise with voltage, $V/a$ is not the limit for this corner. It also fails as a safe upper estimate at low voltage, as the value at 10 V shows; the bound is the full expression (7), and it holds only as long as assumption 3 does.

## Neglected effects and real junctions

The following estimates refer to the isolated sphere at 100 V.

- If the 100 V is the applied voltage, a rough built-in voltage of 3 V must be added. The peak field rises to 2.45 MV/cm, by 3%.
- For a rough acceptor density of $10^{19}\ \mathrm{cm^{-3}}$, a flat-layer estimate gives a depletion depth of 13 nm in the p region and a drop of 1.6 V there. Both are small beside 500 nm and 100 V; the drop lowers the peak field by about 1.5%. At the breakdown field the layer, with its curvature included, is about 33 nm deep, drops about 9 V and adds about 0.1 to the ionisation integral. These effects nearly cancel, and the estimated breakdown voltage moves from 243 V to about 246 V. On the p side $\alpha$ falls by a factor $e$ within about 10 nm, no longer than the distance a carrier needs to gain its ionisation energy, so a coefficient that depends only on the local field is unreliable there and the 0.1 is indicative only.
- The permittivity of silicon carbide is about 4 to 6% larger along the c axis than across it. For large $\rho$ and the c axis normal to the surface, this raises the field at the rim by 1 to 2% and lowers it at the deepest point by 2 to 4%.
- Carriers at 450 K blur the depletion edge over a Debye length of 146 nm. Solving the Poisson–Boltzmann equation with $V$ and $a$ fixed lowers the peak field by 0.035%.
- For band-to-band tunnelling in a uniform field equal to the peak field, a two-band estimate with a gap of 3.2 eV and a band mass of 0.4 electron masses, both rough, gives a factor $e^{-61}$. At the breakdown field of 5.5 MV/cm the same estimate gives $e^{-26}$. The formula treats the gap as direct, whereas the gap of silicon carbide is indirect and tunnelling across it needs a phonon. Tunnelling through defects is not included.

The loss of isolation is larger than any effect in this list: where the main junction has a wide opening, the corner field is lower by about a quarter in this example. The edge radius is also uncertain. In silicon carbide, where implanted dopants diffuse little, the sideways spread need not equal the implantation depth, and the edge may be sharper than the depth suggests. Halving $a$ at fixed $V$ doubles the leading term $V/a$ from 2 to 4 MV/cm and raises the spherical field by a factor of 1.87. A wide opening responds less: at its straight edge the factor is about 1.4, and it is about 1.15 if only the edge radius is halved at fixed depth. Charge at the surface and field in the passivation violate assumption 3, and both can push the field above (7). With a dielectric above the surface, the rim of the p region is a right-angled conducting edge. For the hemisphere at 100 V under a very thick oxide of relative permittivity 3.9, with no metal overlapping the rim, $Fa/V$ on the junction is about 1.3 at 100 nm from the rim and 1.6 at 25 nm, against 1.19 from (7). For an ideal electrode it grows without bound towards the rim. A positive surface charge of $10^{12}\ \mathrm{cm^{-2}}$ alone gives about 1.6 at 25 nm from the rim and 1.3 at the deepest point. The values at 25 nm from the rim exceed (7) by about a third, which is as large as the reduction from loss of isolation; the values near 1.3 exceed it by about 10%. Field rings and graded terminations change the boundary conditions, so (7) describes an unterminated junction whose surface is crossed by no field; it is not a bound for a passivated device. The numerical output that follows covers the spherical results, the breakdown estimates for an equipotential p region and the corner on the grid of step $a/8$.

## Numbers as computed

```
Relative permittivity: 10.0
Donor density: 1.0e+15 cm^-3
Junction radius a: 500 nm
Total potential drop V: 100 V
Temperature: 450 K
Voltage scale V0: 0.1508 V
rho = R/a: 9.248
rho from cube-root estimate: 9.220
Depletion radius R: 4624 nm
V/a: 2.000 MV/cm
Peak field, sphere: 2.382 MV/cm
Peak field, sphere: 4.6330e-04 atomic units
F a/V, sphere: 1.1912
Share of V dropped between a and 2a: 0.594
Peak field, flat junction: 0.190 MV/cm
Depletion width, flat junction: 10513 nm
Sphere/flat field ratio: 12.52
Sphere field at N/10: 2.168 MV/cm
Flat field at N/10: 0.060 MV/cm
V=1 V: rho=2.489, F=0.0435 MV/cm, F a/V=2.1756
V=10 V: rho=4.604, F=0.2914 MV/cm, F a/V=1.4569
V=100 V: rho=9.248, F=2.3824 MV/cm, F a/V=1.1912
V=200 V: rho=11.509, F=4.5947 MV/cm, F a/V=1.1487
(F a/V - 1)*rho at rho=1000, integrated: 1.5023
F (R-a)/V at rho=1.001, integrated: 2.0007
rho for 10 % excess over V/a: 16.44
Voltage for 10 % excess: 609 V
Peak field at that voltage: 13.40 MV/cm
Rough built-in voltage: 3.0 V
Peak field with built-in voltage added: 2.450 MV/cm
Debye length: 146 nm
Peak field with thermal tail: 2.3816 MV/cm
Thermal change of peak field: -0.035 %
Rough acceptor density: 1.0e+19 cm^-3
Depletion depth in p side: 13.2 nm
Potential drop in p side: 1.57 V
Rough gap: 3.2 eV; rough band mass: 0.4 m_e
Tunnelling exponent at peak field: 61.1
Rough ionisation prefactor: 3.0e+06 cm^-1
Rough ionisation field constant: 17.0 MV/cm
Avalanche integral, sphere at V: 0.0079
Avalanche voltage, sphere: 243 V
Peak field there, sphere: 5.54 MV/cm
Avalanche voltage, flat junction: 12021 V
Peak field there, flat: 2.09 MV/cm
3D grid, isolated sphere, F a/V at 100 V: 1.215
3D grid, wide-window corner, F a/V at 10 V: 1.313
3D grid, wide-window corner, F a/V at 100 V: 0.885
Wide-window corner field at 100 V: 1.77 MV/cm
```
